# Impurity decay modes in a wafer with a thin back getter: verification in Python

```python
"""Decay modes of an impurity in a wafer with a thin getter on its back.

Result under test: for a wafer 0 < x < L with a reflecting front and a back
getter of thickness d, modes cos(q x) exp(-D q^2 t) obey
    tan(q L) = -K d q,
K = getter concentration / wafer concentration at equilibrium,
D = diffusivity in the wafer, z = q L, alpha = K d / L.
Independent road: a finite-volume balance of capacities and fluxes, whose
decay rates and time evolution are found by linear algebra.
The extensions to a resolved getter (diffusivity D_g) and to an interface
barrier (equivalent wafer length b) are tested in the same way.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq


def mode_root(alpha, n):
    """n-th positive root z of sin z + alpha z cos z = 0."""
    return brentq(lambda z: np.sin(z) + alpha * z * np.cos(z),
                  (n - 0.5) * np.pi, n * np.pi, xtol=1e-13)


def fraction_left(alpha, scaled_time, terms=200):
    """Fraction in the wafer; scaled_time = D t / L^2."""
    z = np.array([mode_root(alpha, n) for n in range(1, terms + 1)])
    weight = 2 * alpha**2 / (1 + alpha + alpha**2 * z**2)
    return 1 / (1 + alpha) + np.sum(weight * np.exp(-z**2 * scaled_time))


def first_root(function, top):
    """Smallest positive root below top, located by a sign scan."""
    grid = np.linspace(top * 1e-4, top, 5000)
    values = function(grid)
    i = np.flatnonzero(values[:-1] * values[1:] < 0)[0]
    return brentq(function, grid[i], grid[i + 1], xtol=1e-15)


def resolved_q(L, d, K, ratio):
    """First q with diffusion inside the getter; ratio = D_g / D."""
    def condition(q):
        p = q / np.sqrt(ratio)
        return (np.sin(q * L) * np.cos(p * d)
                + K * np.sqrt(ratio) * np.sin(p * d) * np.cos(q * L))
    return first_root(condition, np.pi / L)


def barrier_q(L, d, K, b):
    """First q with an interface barrier of equivalent wafer length b."""
    def condition(q):
        return (np.sin(q * L) * (1 - K * d * b * q**2)
                + K * d * q * np.cos(q * L))
    return first_root(condition, np.pi / L)


def balance_matrix(L, d, K, cells, getter_cells=0, ratio=1.0, b=0.0):
    """Symmetric rate matrix (D = 1) as diagonal, off-diagonal, capacities.

    The unknown in each cell is the local equilibrium wafer concentration.
    getter_cells = 0 means a getter that is uniform inside.
    """
    step = L / cells
    capacity = [step] * cells
    resistance = [step] * (cells - 1)
    if getter_cells == 0:
        capacity.append(K * d)
        resistance.append(step / 2 + b)
    else:
        fine = d / getter_cells
        inner = fine / (K * ratio)
        capacity += [K * fine] * getter_cells
        resistance.append(step / 2 + b + inner / 2)
        resistance += [inner] * (getter_cells - 1)
    capacity = np.array(capacity)
    conductance = 1 / np.array(resistance)
    diagonal = np.zeros(len(capacity))
    diagonal[:-1] += conductance
    diagonal[1:] += conductance
    diagonal /= capacity
    off = -conductance / np.sqrt(capacity[:-1] * capacity[1:])
    return diagonal, off, capacity


def balance_rates(*args, count=5, **kwargs):
    """Lowest decay rates, which equal q^2 because D = 1."""
    diagonal, off, _ = balance_matrix(*args, **kwargs)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, count - 1))


# Example inputs: rough values for iron in silicon, phosphorus-doped getter
temperature = 1073.0           # K
L = 180.0                      # um
d = 0.5                        # um
K = 4000.0
prefactor = 1.0e-3             # cm2/s, iron in silicon, rough
barrier_energy = 0.66          # eV, iron in silicon, rough
iron_start = 1.0e12            # cm-3
iron_solubility = 3.0e12       # cm-3, rough
phosphorus = 1.0e20            # cm-3
phosphorus_diffusivity = 3e-16  # cm2/s at high doping, rough
boltzmann = constants.value("Boltzmann constant in eV/K")


def iron_diffusivity(T):
    return prefactor * np.exp(-barrier_energy / (boltzmann * T))


D_cm = iron_diffusivity(temperature)
D = D_cm * 1e8                 # um2/s
alpha = K * d / L

# Mode condition against the balance matrix, weak to strong getters.
# Tolerance: second-order grid error of 800 cells for the fourth mode.
worst_rate_error = 0.0
for a in (0.1, 1.0, alpha):
    rates = balance_rates(1.0, 0.01, a / 0.01, 800)
    assert abs(rates[0]) < 1e-7 * rates[1]      # one conserved mode
    predicted = np.array([mode_root(a, n)**2 for n in range(1, 5)])
    error = np.max(np.abs(rates[1:] / predicted - 1))
    worst_rate_error = max(worst_rate_error, error)
assert worst_rate_error < 2e-4

# Weak and strong limits of the first root; next order sets the tolerance.
assert abs(mode_root(0.01, 1) - np.pi / 1.01) < 2e-5
assert abs(mode_root(100.0, 1) - np.pi / 2 - 2 / (100 * np.pi)) < 5e-5

# Orthogonality needs the getter term; norms by quadrature (L = 1).
roots = [mode_root(alpha, n) for n in (1, 2, 3)]
for i, zi in enumerate(roots):
    for j, zj in enumerate(roots):
        wafer = quad(lambda x: np.cos(zi * x) * np.cos(zj * x), 0, 1,
                     epsabs=1e-12)[0]
        total = wafer + alpha * np.cos(zi) * np.cos(zj)
        if i == j:
            norm = 0.5 * (1 + alpha / (1 + alpha**2 * zi**2))
            assert abs(total - norm) < 1e-9
        else:
            assert abs(total) < 1e-9
wafer_overlap = quad(lambda x: np.cos(roots[0] * x) * np.cos(roots[1] * x),
                     0, 1)[0]
assert abs(wafer_overlap) > 1e-3

# Series for the fraction left against direct time evolution.
worst_fraction_error = 0.0
for a in (1.0, alpha):
    cells = 300
    diagonal, off, capacity = balance_matrix(1.0, 0.01, a / 0.01, cells)
    matrix = np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)
    start = np.sqrt(capacity)
    start[-1] = 0.0                             # empty getter
    for scaled_time in (0.02, 0.1, 0.4):
        state = expm(-matrix * scaled_time) @ start
        direct = np.sum(np.sqrt(capacity[:-1]) * state[:-1])
        error = abs(direct - fraction_left(a, scaled_time))
        worst_fraction_error = max(worst_fraction_error, error)
assert worst_fraction_error < 3e-4              # grid error of 300 cells

# At time zero the series must return the full content, up to its tail,
# which is close to 2 / (pi^2 terms) = 1.0e-4 for 2000 terms.
missing = 1 - fraction_left(alpha, 0.0, terms=2000)
assert 0 < missing < 1.5e-4

# Diffusion inside the getter, including layers that are not thin.
for depth, ratio in ((d, 1 / K), (5.0, 1 / K), (5.0, 0.01)):
    rate = balance_rates(L, depth, K, 800, getter_cells=80, ratio=ratio)[1]
    assert abs(rate / resolved_q(L, depth, K, ratio)**2 - 1) < 1e-4

# Interface barrier, small and large.
for b in (1.0, 30.0):
    rate = balance_rates(L, d, K, 800, b=b)[1]
    assert abs(rate / barrier_q(L, d, K, b)**2 - 1) < 1e-4

# Worked example
z1, z2 = mode_root(alpha, 1), mode_root(alpha, 2)
q1 = z1 / L
q1_balance = np.sqrt(balance_rates(L, d, K, 800)[1])
tau1 = 1 / (D * q1**2)
tau2 = L**2 / (D * z2**2)
tau_sink = 4 * L**2 / (np.pi**2 * D)
final = 1 / (1 + alpha)
weight1 = 2 * alpha**2 / (1 + alpha + alpha**2 * z1**2)
t_end = tau1 * np.log(weight1 / 0.01)
assert abs(fraction_left(alpha, D * t_end / L**2) - final - 0.01) < 1e-6

# Sizes of neglected effects
q_resolved = resolved_q(L, d, K, 1 / K)
q_barrier = barrier_q(L, d, K, 1.0)
change_resolved = 100 * ((q1 / q_resolved)**2 - 1)
change_barrier = 100 * ((q1 / q_barrier)**2 - 1)
change_hot = 100 * (D_cm / iron_diffusivity(temperature + 10) - 1)
loading = iron_start * (1 - final) * L / d
spread = np.sqrt(phosphorus_diffusivity * t_end) * 1e7
thick = 5.0
q_thick_thin = mode_root(K * thick / L, 1) / L
q_thick_resolved = resolved_q(L, thick, K, 1 / K)

print(f"temperature: {temperature:.0f} K")
print(f"wafer thickness L: {L:.0f} um")
print(f"getter thickness d: {d:.1f} um")
print(f"segregation coefficient K: {K:.0f} (no unit)")
print(f"iron diffusivity prefactor: {prefactor:.1e} cm2/s")
print(f"iron migration energy: {barrier_energy:.2f} eV")
print(f"iron diffusivity D: {D_cm:.3e} cm2/s")
print(f"alpha = K d / L: {alpha:.3f} (no unit)")
print(f"first root z1: {z1:.5f} rad")
print(f"second root z2: {z2:.5f} rad")
print(f"strong-getter estimate of z1: "
      f"{np.pi / 2 + 2 / (np.pi * alpha):.5f} rad")
print(f"q1 from mode condition: {q1:.6f} 1/um")
print(f"q1 from balance matrix: {q1_balance:.6f} 1/um")
print(f"q1 converted: {q1 * 1e-4:.4e} 1/angstrom")
print(f"slowest lifetime tau1: {tau1:.1f} s")
print(f"second lifetime tau2: {tau2:.1f} s")
print(f"lifetime for a perfect sink: {tau_sink:.1f} s")
print(f"weight of first mode in fraction left: {weight1:.4f} (no unit)")
print(f"final fraction in wafer: {final:.4f} (no unit)")
for t in (60.0, 200.0, 600.0):
    print(f"fraction left after {t:.0f} s: "
          f"{fraction_left(alpha, D * t / L**2):.4f} (no unit)")
print(f"time to final fraction + 0.01: {t_end:.0f} s")
print(f"wafer-only overlap of modes 1, 2 over L: {wafer_overlap:.4f}")
print(f"largest relative rate error in tests: {worst_rate_error:.1e}")
print(f"largest fraction error in tests: {worst_fraction_error:.1e}")
print(f"thinness number q1 d sqrt(K): {q1 * d * np.sqrt(K):.3f} (no unit)")
print(f"tau1 change, finite getter thickness: {change_resolved:+.2f} %")
print(f"tau1 change, barrier worth 1 um: {change_barrier:+.2f} %")
print(f"tau1 change, 10 K hotter, via D only: {change_hot:+.1f} %")
for factor in (0.5, 2.0):
    a = alpha * factor
    tau = L**2 / (D * mode_root(a, 1)**2)
    print(f"K times {factor:.1f}: tau1 {tau:.1f} s, "
          f"final fraction {1 / (1 + a):.4f}")
print(f"starting iron concentration: {iron_start:.1e} cm-3")
print(f"rough iron solubility: {iron_solubility:.1e} cm-3")
print(f"start / solubility: {iron_start / iron_solubility:.2f} (no unit)")
print(f"final iron concentration in getter: {loading:.2e} cm-3")
print(f"phosphorus concentration: {phosphorus:.1e} cm-3")
print(f"getter iron per phosphorus atom: {loading / phosphorus:.1e}")
print(f"rough phosphorus diffusivity: {phosphorus_diffusivity:.1e} cm2/s")
print(f"phosphorus spread sqrt(D_P t) by that time: {spread:.1f} nm")
print(f"thicker getter for contrast: {thick:.1f} um")
print(f"its thinness number: {q_thick_thin * thick * np.sqrt(K):.2f}")
print(f"its q1, thin condition: {q_thick_thin:.6f} 1/um")
print(f"its q1, getter resolved: {q_thick_resolved:.6f} 1/um")
print(f"its tau1, resolved / thin: "
      f"{(q_thick_thin / q_thick_resolved)**2:.2f} (no unit)")
print("every check passed")
```

Output:

```
temperature: 1073 K
wafer thickness L: 180 um
getter thickness d: 0.5 um
segregation coefficient K: 4000 (no unit)
iron diffusivity prefactor: 1.0e-03 cm2/s
iron migration energy: 0.66 eV
iron diffusivity D: 7.944e-07 cm2/s
alpha = K d / L: 11.111 (no unit)
first root z1: 1.62609 rad
second root z2: 4.73141 rad
strong-getter estimate of z1: 1.62809 rad
q1 from mode condition: 0.009034 1/um
q1 from balance matrix: 0.009034 1/um
q1 converted: 9.0338e-07 1/angstrom
slowest lifetime tau1: 154.2 s
second lifetime tau2: 18.2 s
lifetime for a perfect sink: 165.3 s
weight of first mode in fraction left: 0.7293 (no unit)
final fraction in wafer: 0.0826 (no unit)
fraction left after 60 s: 0.5802 (no unit)
fraction left after 200 s: 0.2820 (no unit)
fraction left after 600 s: 0.0975 (no unit)
time to final fraction + 0.01: 662 s
wafer-only overlap of modes 1, 2 over L: 0.0117
largest relative rate error in tests: 1.6e-05
largest fraction error in tests: 5.3e-06
thinness number q1 d sqrt(K): 0.286 (no unit)
tau1 change, finite getter thickness: +0.18 %
tau1 change, barrier worth 1 um: +1.07 %
tau1 change, 10 K hotter, via D only: -6.4 %
K times 0.5: tau1 144.9 s, final fraction 0.1525
K times 2.0: tau1 159.5 s, final fraction 0.0431
starting iron concentration: 1.0e+12 cm-3
rough iron solubility: 3.0e+12 cm-3
start / solubility: 0.33 (no unit)
final iron concentration in getter: 3.30e+14 cm-3
phosphorus concentration: 1.0e+20 cm-3
getter iron per phosphorus atom: 3.3e-06
rough phosphorus diffusivity: 3.0e-16 cm2/s
phosphorus spread sqrt(D_P t) by that time: 4.5 nm
thicker getter for contrast: 5.0 um
its thinness number: 2.77
its q1, thin condition: 0.008758 1/um
its q1, getter resolved: 0.008541 1/um
its tau1, resolved / thin: 1.05 (no unit)
every check passed
```
